# Matsubara Logarithms and the Phase-Shift Form of a Level's Grand Potential

## 1. The quantity to be computed

An orbital is attached to a metal, and electrons can hop between the two. For weak coupling, a level lying within the metal's band is then broadened into a resonance. A sharp bound state can split off outside the band, and for strong coupling such states can carry most of the orbital's weight. The metal's own levels are shifted. The quantity computed is the change of the grand potential on adding the orbital, \(\Delta\Omega=\Omega(\text{level and bath})-\Omega(\text{bath})\); it contains the grand potential of the isolated level, which must be subtracted to obtain the effect of the coupling alone. It can be written as a sum over Matsubara frequencies of the logarithm of the orbital's Green's function, or as an integral of a phase shift over real energies. This appendix derives both forms and says how each must be evaluated.

Conventions: \(k_B=\hbar=1\), \(\beta=1/T\), energies are measured from the chemical potential, and spin is omitted (two independent, equal spin species double every extensive result). The fermionic frequencies are \(w_n=(2n+1)\pi T\) with \(n\) any integer, and \(f(x)=1/(e^{\beta x}+1)\). Every logarithm is principal, with imaginary part between \(-\pi\) and \(\pi\).

For an isolated level of energy \(e\), the partition function is \(1+e^{-\beta e}\), so \(\Omega=-T\ln(1+e^{-\beta e})\). Its Green's function is \(G_0(iw_n)=1/(iw_n-e)\), hence \(-1/G_0=e-iw_n\). The first claim is

\[
\lim_{\eta\to0^+}S(\eta;e)=T\ln(1+e^{-\beta e}),\qquad
S(\eta;e)=T\sum_n e^{iw_n\eta}\ln(e-iw_n). \tag{1}
\]

The sum is thus minus the grand potential.

## 2. What the sum means

The factor \(e^{iw_n\eta}\) has modulus one, while \(|\ln(e-iw_n)|\) grows like \(\ln|w_n|\). The terms do not tend to zero, so the series in (1) does not converge in the ordinary sense. For \(e=-0.3\) eV, \(T=0.05\) eV and \(\eta=0.4\) eV\(^{-1}\), the partial sums swing over 9.7 eV after 1000 pairs of terms and over 16.7 eV after 100,000.

The sum is therefore defined with a damping \(d>0\):

\[
S(\eta;e)=\lim_{d\to0^+}T\sum_n e^{iw_n\eta-d|w_n|}\ln(e-iw_n),\qquad 0<\eta<\beta. \tag{2}
\]

The limit \(d\to0^+\) is taken first and \(\eta\to0^+\) afterwards. This is Abel summation; where a series converges, it gives the ordinary sum.

The same sum without the logarithm is needed first. Put \(\zeta=\tau+id\). Terms at \(\pm w_n\) are complex conjugates, and a geometric series gives

\[
P_d(\tau)\equiv T\sum_n e^{iw_n\tau-d|w_n|}
=2T\,\mathrm{Re}\,\frac{e^{i\pi T\zeta}}{1-e^{2i\pi T\zeta}}
=2T\,\mathrm{Re}\,\frac{i}{2\sin\pi T\zeta}.
\]

Since \(\mathrm{Re}(iu)=-\mathrm{Im}\,u\), this is \(-T\,\mathrm{Im}(1/\sin\pi T\zeta)\). The partial-fraction series \(1/\sin(\pi T\zeta)=(\pi T)^{-1}\sum_m(-1)^m/(\zeta-m\beta)\) then yields

\[
P_d(\tau)=\sum_m(-1)^m\,\frac1\pi\,\frac{d}{(\tau-m\beta)^2+d^2}. \tag{3}
\]

As \(d\to0\) this becomes a row of delta functions at \(\tau=m\beta\) with alternating signs. Between them it vanishes. In particular \(P_d(\eta)\to0\) for \(0<\eta<\beta\), so a constant added to the logarithm contributes nothing. This is why the energy unit inside the logarithm is irrelevant.

## 3. The isolated level

**Positive energy.** Let \(e>0\), and let \(E_0>0\) be the energy unit. For \(\mathrm{Re}\,a>0\),

\[
\ln\frac{a}{E_0}=\int_0^\infty\frac{ds}{s}\left(e^{-E_0s}-e^{-as}\right), \tag{4}
\]

because both sides vanish at \(a=E_0\) and both have the derivative \(1/a\). Insert \(a=e-iw_n\). With \(d>0\) the sum and the integral may be exchanged, since the damping makes the double expression absolutely convergent. The factor \(e^{iw_ns}\) shifts the argument of \(P_d\) from \(\eta\) to \(\eta+s\):

\[
S_d=\int_0^\infty\frac{ds}{s}\left[e^{-E_0s}P_d(\eta)-e^{-es}P_d(\eta+s)\right].
\]

Adding and subtracting \(e^{-es}P_d(\eta)\) gives

\[
S_d=P_d(\eta)\ln\frac{e}{E_0}-\int_0^\infty ds\,e^{-es}\,\frac{P_d(\eta+s)-P_d(\eta)}{s}.
\]

The first term vanishes as \(d\to0\). In the second, the quotient is of order \(d\) near \(s=0\), so the lower limit causes no trouble. What survives are the delta functions at \(s=m\beta-\eta\), which is positive for \(m\ge1\):

\[
S(\eta;e)=\sum_{m=1}^\infty(-1)^{m+1}\frac{e^{-(m\beta-\eta)e}}{m\beta-\eta}
=\int_e^\infty dx\,f(x)\,e^{\eta x}. \tag{5}
\]

The last form follows by integrating \(f(x)=\sum_{m\ge1}(-1)^{m+1}e^{-m\beta x}\), valid for \(x>0\), term by term.

**Any real energy.** Since \(w_n\ne0\), \(e-iw_n\) never meets the cut of the logarithm as \(e\) varies. Differentiation gives the series \(T\sum_n e^{iw_n\eta}/(e-iw_n)\), which is summed by residues. Consider \(f(z)e^{\eta z}/(z-e)\). At \(z=iw_n\) the derivative of \(e^{\beta z}+1\) is \(-\beta\), so \(f\) has residue \(-T\) there. On circles \(|z|=2\pi NT\), which pass between these poles, \(|f(z)e^{\eta z}|\) is bounded and falls exponentially with \(|\mathrm{Re}\,z|\) on both sides, because \(0<\eta<\beta\). With the factor \(1/(z-e)\), the circle integral tends to zero. All residues therefore add to zero:

\[
-T\sum_n\frac{e^{iw_n\eta}}{iw_n-e}+f(e)e^{\eta e}=0,
\]

or, after reversing the denominator,

\[
T\sum_n\frac{e^{iw_n\eta}}{e-iw_n}=-f(e)e^{\eta e}. \tag{6}
\]

Summation by parts bounds the remainder beyond \(w_N\) by a constant times \(1/w_N\), uniformly for \(e\) in a bounded interval. The limit \(d\to0\) may therefore be exchanged with an integration over \(e\). Thus \(\partial S/\partial e=-f(e)e^{\eta e}\), which is also the derivative of the integral in (5). Starting from a positive energy, (5) extends to every real \(e\).

For \(\eta\le\beta/2\) the integrand is dominated by an integrable function, so \(\eta\to0^+\) may be taken inside. Since \(-T\ln(1+e^{-\beta x})\) has derivative \(f(x)\),

\[
S(0^+;e)=\int_e^\infty f(x)\,dx=T\ln(1+e^{-\beta e}),
\]

which proves (1), including its constant. For \(e=-0.3\) eV and \(T=0.05\) eV both sides are 0.300124 eV; at \(\eta=0.4\) eV\(^{-1}\) the sum is still 0.284452 eV, in agreement with (5).

**The sign of \(\eta\).** For \(w\neq0\), \(\ln(e-iw)=\ln(-e+iw)-i\pi\,\mathrm{sgn}\,w\). Use this in \(S(-\eta;e)\), and reverse \(w_n\) in the first part:

\[
S(-\eta;e)=S(\eta;-e)-i\pi T\sum_n\mathrm{sgn}(w_n)e^{-iw_n\eta}.
\]

The last term equals \(-2\pi T\sum_{w_n>0}\sin w_n\eta\). The geometric series of Section 2 gives \(\sum_{w_n>0}e^{iw_n\eta}=i/(2\sin\pi T\eta)\), whose imaginary part is the required sine sum. Hence

\[
S(-\eta;e)=S(\eta;-e)-\frac{\pi T}{\sin\pi T\eta}. \tag{7}
\]

The wrong sign produces a constant that diverges as \(-1/\eta\), and a finite part \(T\ln(1+e^{\beta e})=T\ln(1+e^{-\beta e})+e\). For \(e=-0.3\) eV the finite part is 0.000124 eV instead of 0.300124 eV.

## 4. From Tr ln to one logarithm

Now couple a level to a noninteracting bath:

\[
H=e_d\,d^\dagger d+\sum_k e_k c_k^\dagger c_k+\sum_k\left(V_kd^\dagger c_k+V_k^*c_k^\dagger d\right).
\]

Let \(E_j\) be the eigenvalues of its one-particle matrix. Define

\[
\Delta(z)=\sum_k\frac{|V_k|^2}{z-e_k},\qquad G_d(z)=\frac1{z-e_d-\Delta(z)} .
\]

For a finite bath, eliminating the bath block of \(H-z\) leaves the single element \(e_d-z-\sum_k|V_k|^2/(e_k-z)=e_d-z+\Delta(z)\). Therefore

\[
\frac{\prod_j(E_j-z)}{\prod_k(e_k-z)}=e_d+\Delta(z)-z=-\frac1{G_d(z)}. \tag{8}
\]

The logarithm of a product equals the sum of logarithms only up to a multiple of \(2\pi i\), which must be fixed. For \(z=x+iy\) with \(y>0\),

\[
\mathrm{Im}\left(-\frac1{G_d}\right)=-y\left(1+\sum_k\frac{|V_k|^2}{|z-e_k|^2}\right)<0.
\]

No argument in (8) reaches the cut in the upper half-plane, so all the logarithms are continuous there. The possible multiple is then constant. At \(z=iy\), \(y\to\infty\), each logarithm approaches \(\ln y-i\pi/2\). There is one more \(E_j\) than \(e_k\), so the two sides agree and the multiple is zero. Complex conjugation covers the lower half-plane. With \(G\) and \(g\) the one-particle Green's matrices of the coupled system and of the bath,

\[
\mathrm{Tr}\ln(-G^{-1})-\mathrm{Tr}\ln(-g^{-1})=\ln\left(-\frac1{G_d}\right).
\]

Here the trace runs over orbitals. Since \(H\) is quadratic, its grand potential is the sum over independent eigenlevels, and (1) applies to each:

\[
\Delta\Omega=-T\sum_n e^{iw_n0^+}\ln\left(-\frac1{G_d(iw_n)}\right). \tag{9}
\]

With electron interactions the many-body problem no longer splits into independent levels, and this derivation does not apply.

## 5. The phase-shift integral

Let the bath become a continuum with bounded spectrum and finite total coupling \(\sum_k|V_k|^2\). Just above the real axis write \(\Delta(\omega+i0)=\Lambda(\omega)-i\Gamma(\omega)\), with \(\Gamma\ge0\), and define

\[
a(\omega)=e_d+\Lambda(\omega)-\omega,\qquad
\delta(\omega)=-\mathrm{Im}\ln\left(-\frac1{G_d(\omega+i0)}\right)=\arg(a+i\Gamma). \tag{10}
\]

The phase lies in \([0,\pi]\). It is 0 below the whole spectrum, where \(a>0\), and \(\pi\) above it, where \(a<0\).

To turn (9) into an integral over \(\delta\), subtract the logarithm of an isolated level at an arbitrary real energy \(b\):

\[
h(z)=\ln\left(-\frac1{G_d(z)}\right)-\ln(b-z).
\]

In the upper half-plane both imaginary parts lie in \((-\pi,0)\), so \(h\) is the principal logarithm of the ratio

\[
\frac{e_d+\Delta(z)-z}{b-z}=1+\frac{e_d+\Delta(z)-b}{b-z}.
\]

Since \(\Delta(z)=O(1/z)\), \(h(z)=O(1/z)\). Cauchy's formula along the upper edge of the real axis, closed by a large arc that contributes nothing, gives for \(\mathrm{Im}\,z>0\)

\[
h(z)=\frac1{2\pi i}\int dx\,\frac{h(x+i0)}{x-z},\qquad
0=\int dx\,\frac{h(x+i0)}{x-z^*}.
\]

The second integral vanishes because \(z^*\) lies outside the contour. Its complex conjugate is \(\int dx\,h^*(x+i0)/(x-z)=0\). Subtracting this from the first formula leaves \(h-h^*=2i\,\mathrm{Im}\,h\) in the numerator. Moreover \(\mathrm{Im}\ln(b-x-i0)=-\pi\theta(x-b)\), so

\[
h(z)=\frac1\pi\int dx\,\frac{\pi\theta(x-b)-\delta(x)}{x-z}. \tag{11}
\]

The relation \(h(z^*)=h(z)^*\) extends (11) to the lower half-plane. Its numerator vanishes outside a bounded interval, so the frequency sum may be taken under the integral. By (6) with \(e\) replaced by \(x\),

\[
T\sum_n e^{iw_n\eta}h(iw_n)=\frac1\pi\int dx\,[\delta(x)-\pi\theta(x-b)]\,f(x)e^{\eta x}.
\]

By (5), the subtracted logarithm contributes \(\int_b^\infty f(x)e^{\eta x}dx\). This cancels the step function, and with it the arbitrary energy \(b\). Letting \(\eta\to0^+\) and restoring the minus sign of (9),

\[
\boxed{\;\Delta\Omega=-\frac1\pi\int_{-\infty}^{\infty}d\omega\,f(\omega)\,\delta(\omega)\;} \tag{12}
\]

Without coupling, \(\delta=\pi\theta(\omega-e_d)\), and (12) returns the isolated level.

## 6. What the phase measures

For a discrete bath, (8) and \(\mathrm{Im}\ln(E-\omega-i0)=-\pi\theta(\omega-E)\) show that \(\delta(\omega)/\pi\) is the number of coupled levels below \(\omega\) minus the number of bath levels below \(\omega\). In a continuum it becomes a displaced level count that varies continuously where \(\Gamma>0\) and \(\Delta\) is continuous, and jumps by one at a bound state. At threshold, when \(a\) and \(\Gamma\) vanish together at a band edge, the jump can be fractional: for the chain below, \(a\) vanishes linearly and \(\Gamma\) as a square root just inside the edge, so \(\delta/\pi\) jumps by one half.

The name phase shift is justified by a scattering problem. Let the bath be a semi-infinite chain with sites \(j\ge1\) and hopping amplitude \(-t\), whose first site couples to the level with amplitude \(v\). At energy \(E=-2t\cos k\), \(0<k<\pi\), take \(\psi_j=e^{-ikj}+re^{ikj}\) on the chain and amplitude \(\phi\) on the level. The equation at site 1 is \(E\psi_1=-t\psi_2+v\phi\). The wave form also obeys \(E\psi_1=-t\psi_2-t\psi_0\), with \(\psi_0=1+r\). Hence

\[
-t(1+r)=v\phi,\qquad (E-e_d)\phi=v(e^{-ik}+re^{ik}).
\]

With \(c=v^2/[t(E-e_d)]\), eliminating \(\phi\) gives

\[
r=-\frac{1+ce^{-ik}}{1+ce^{ik}} .
\]

For \(v=0\) the reflection amplitude is \(-1\), so the scattering factor relative to the uncoupled chain is \(-r\).

Removing the end site of the chain leaves an identical chain, so the end-site Green's function obeys \(g=1/(z-t^2g)\). The solution that decays as \(1/z\) is

\[
g(z)=\frac{2}{z+\sqrt{z-2t}\,\sqrt{z+2t}}, \tag{13}
\]

and inside the band \(g(E+i0)=-e^{ik}/t\). With \(\Delta=v^2g\), \(a-i\Gamma=e_d-E-v^2e^{ik}/t=-(E-e_d)(1+ce^{ik})\). Thus

\[
-r=\frac{a+i\Gamma}{a-i\Gamma}=e^{2i\delta}=1-2i\Gamma\,G_d(E+i0),
\]

where the last equality uses \(G_d=-1/(a-i\Gamma)\).

Two derivatives of \(\Delta\Omega\) are useful. Since \(\partial H/\partial e_d=d^\dagger d\), \(\partial\Delta\Omega/\partial e_d=n_d\), the level occupation. Shifting the chemical potential at fixed absolute energies moves only \(f\) in (12), so the total displaced charge is

\[
\Delta N=-\frac{\partial\Delta\Omega}{\partial\mu}=\frac1\pi\int d\omega\,[-f'(\omega)]\,\delta(\omega)\;\longrightarrow\;\frac{\delta(0)}\pi\quad(T\to0), \tag{14}
\]

if \(\delta\) is continuous at zero energy. \(\Delta N\) includes the change in the bath's charge and generally differs from \(n_d\).

## 7. Implementation and failure modes

Evaluate (10) as `atan2(Gamma, a)`. The one-argument arctangent of \(\Gamma/a\) has the wrong branch for \(a<0\). Where \(\Gamma=0\), set \(\delta=0\) for \(a>0\) and \(\delta=\pi\) for \(a<0\). For the chain, the substitution \(\omega=-2t\cos k\) removes the square-root behaviour at the band edges.

A bound state at \(E_b\) below the band edge \(-2t\) is a zero of \(a\). The phase equals \(\pi\) from \(E_b\) to the edge, and this stretch contributes

\[
-\int_{E_b}^{-2t}f\,d\omega=-T\ln(1+e^{-\beta E_b})+T\ln(1+e^{2\beta t}). \tag{15}
\]

An integral restricted to the band misses it. If no bound state lies above the band, the region above contributes \(-T\ln(1+e^{-2\beta t})\).

For a direct evaluation of (9), sum \(2T\,\mathrm{Re}\,e^{(i\eta-d)w_n}\ln(-1/G_d(iw_n))\) over positive frequencies, extrapolate to \(d=0\) at fixed \(\eta\), and then to \(\eta=0\); the result is \(-\Delta\Omega\). The numerical check uses seven dampings from \(\eta/5\) downwards, each half the previous one, and six values of \(\eta\) from 0.05 to 0.30 eV\(^{-1}\). Stopping at a small finite \(\eta\) leaves an error linear in \(\eta\), as expanding \(e^{\eta x}\) shows.

At large negative \(\omega\), \(\delta\simeq\Gamma(\omega)/|\omega|\) when \(\Lambda\) and \(\Gamma\) are small against \(|\omega|\). A finite \(\Delta\Omega\) then needs \(\int d\omega\,\Gamma(\omega)/|\omega|\) to converge there; a decay as slow as \(1/\ln|\omega|\) is not enough, while a bounded bath spectrum guarantees it. If \(\Gamma\) is constant and \(\Lambda=0\) in an infinitely wide band, then \(\delta\simeq\Gamma/|\omega|\) at large negative \(\omega\), and the magnitude of (12) grows as \((\Gamma/\pi)\ln D\) with the lower cutoff \(-D\). For \(\Gamma=0.16\) eV each tenfold increase of \(D\) adds 0.117 eV. The occupation stays finite, because \(\partial\delta/\partial e_d=-\Gamma/[(e_d-\omega)^2+\Gamma^2]\) is integrable.

## 8. Worked example

Take the chain with \(t=1\) eV at \(T=0.05\) eV. These are model parameters.

**Case A: \(e_d=-0.3\) eV, \(v=0.4\) eV.** Inside the band, (13) gives \(\Lambda=v^2\omega/(2t^2)\) and \(\Gamma=v^2\sqrt{4t^2-\omega^2}/(2t^2)\). The phase passes \(\pi/2\) where \(a=0\):

\[
\omega=\frac{e_d}{1-v^2/(2t^2)}=\frac{-0.3}{0.92}\ \text{eV}=-0.326\ \text{eV},
\]

and there \(\Gamma=0.158\) eV. At \(\omega=0\), \(a=-0.3\) eV and \(\Gamma=0.16\) eV, so \(\delta(0)/\pi=0.844\).

The phase integral gives \(\Delta\Omega=-0.394954\) eV. The Matsubara sum and the diagonalization of a 400-site chain give the same printed value. The uncoupled level has \(\Omega=-0.300124\) eV, so the coupling changes the grand potential by \(-0.394954+0.300124=-0.094830\) eV.

The level occupation is \(n_d=0.855\), while \(\Delta N=0.835\). The bath has therefore lost 0.020 electron. The difference between \(\Delta N\) and \(\delta(0)/\pi=0.844\) comes from the thermal average in (14).

**Case B: \(e_d=-2.2\) eV, \(v=0.6\) eV.** A bound state lies at \(-2.394072\) eV, below the band edge at \(-2\) eV. It is almost fully occupied at this temperature, so (15) is the length of the stretch with a minus sign, \(-0.394072\) eV. With the band part,

\[
\Delta\Omega=-1.869258\ \text{eV}-0.394072\ \text{eV}=-2.263330\ \text{eV}.
\]

The finite chain gives the same value. The extrapolated Matsubara sum gives \(-2.263329\) eV, within the \(10^{-6}\) eV tolerance of the test. Leaving out the bound stretch would lose 17% of \(\Delta\Omega\).

## Computed results

```
temperature T = 0.05 eV, hopping t = 1.0 eV
inverse temperature beta = 20.0 1/eV
raw partial sums, swing after 1000 terms = 9.727 eV
raw partial sums, swing after 10000 terms = 13.093 eV
raw partial sums, swing after 100000 terms = 16.671 eV
bare e = -0.3 eV, eta = 0.4 1/eV: sum = 0.284452 eV
  integral of f exp(eta x) = 0.284452 eV
  sum for eta -> 0+ = 0.300124 eV
  T ln(1+exp(-beta e)) = 0.300124 eV
bare e = 0.2 eV, eta = 0.4 1/eV: sum = 0.001003 eV
  integral of f exp(eta x) = 0.001003 eV
  sum for eta -> 0+ = 0.000907 eV
  T ln(1+exp(-beta e)) = 0.000907 eV
wrong sign, e = -0.3 eV, eta = -0.4 1/eV: -2.501503 eV
  divergent constant there = -2.501646 eV
  finite part for eta -> 0- = 0.000124 eV
case A: delta(-1.5 eV)/pi = 0.03109
case A: delta(-0.5 eV)/pi = 0.24487
case A: delta(0.0 eV)/pi = 0.84404
case A: delta(0.5 eV)/pi = 0.93599
case A: delta(1.5 eV)/pi = 0.97997
case A: delta = pi/2 at -0.32609 eV, Gamma there 0.15786 eV
case A: e_d = -0.3 eV, v = 0.4 eV
  Delta Omega, Matsubara sum = -0.394954 eV
  Delta Omega, phase integral = -0.394954 eV
  Delta Omega, 400-site chain = -0.394954 eV
  uncoupled level, Omega = -0.300124 eV
  n_d from slope = 0.85520, from eigenvectors = 0.85521
  Delta N from phase = 0.83528, from levels = 0.83528
  delta(0)/pi = 0.84404
case B: e_d = -2.2 eV, v = 0.6 eV
  Delta Omega, Matsubara sum = -2.263329 eV
  Delta Omega, phase integral = -2.263330 eV
  Delta Omega, 400-site chain = -2.263330 eV
  uncoupled level, Omega = -2.200000 eV
  n_d from slope = 0.97734, from eigenvectors = 0.97734
  Delta N from phase = 0.94837, from levels = 0.94837
  delta(0)/pi = 0.94837
  bound state at -2.394072 eV, band edge -2.0 eV
  band part = -1.869258 eV, bound stretch = -0.394072 eV
constant Gamma = 0.16 eV: integral grows by 0.11727 eV
  per tenfold cutoff; (Gamma/pi) ln 10 = 0.11727 eV
```
